\section*{The 2n+1 and 2n+2 Rules from a Lagrangian, with Møller–Plesset Energies}

\section{A seventh-order energy from third-order amplitudes}

For the BH molecule at a bond length of 1.25~\AA, in the STO-3G basis, the seventh-order Møller--Plesset energy is $-0.000996\,E_{\rm h}$. The usual projected formula for it contains the wavefunction amplitudes of sixth order. Yet the amplitudes of first, second and third order, combined in another way, give $-0.00099626\,E_{\rm h}$, and a contour integral over the eigenvalue of the perturbed Hamiltonian gives the same eight decimals. The amplitudes of orders four, five and six are not needed.

The reason is that the energy can be written as the stationary value of a function, a Lagrangian, in which errors of the amplitudes enter only in products. This holds for a smooth energy whose parameters are fixed by as many smooth equations with a nonsingular Jacobian, whether or not these equations make the energy itself stationary.

\section{Energy, constraints and multipliers}

Let $x$ be the strength of a perturbation and $\lambda$ a column of real parameters. The energy function is $E(x,\lambda)$. The parameters are fixed by as many equations as there are parameters,
\begin{equation}
e(x,\lambda)=0 .
\label{con}
\end{equation}
Both functions are smooth near $x=0$, $\lambda=\lambda_0$, where $e(0,\lambda_0)=0$. The Jacobian $J=\partial e/\partial\lambda$, with element $J_{ij}=\partial e_i/\partial\lambda_j$, has the value $J_0$ there and is assumed nonsingular. The implicit function theorem then gives one smooth branch $\lambda(x)$ through $\lambda_0$. On it the energy is
\begin{equation}
\mathcal E(x)=E(x,\lambda(x)),\qquad \mathcal E(x)\sim\sum_N x^N E_N .
\end{equation}
The $E_N$ are Taylor coefficients, so the $N$th derivative at $x=0$ is $N!\,E_N$.

The Lagrangian adds the constraints with multipliers $z$:
\begin{equation}
L(x,\lambda,z)=E(x,\lambda)+z^{T}e(x,\lambda).
\label{lag}
\end{equation}
Stationarity in $z$ returns \eqref{con}. Stationarity in $\lambda$ fixes the multipliers:
\begin{equation}
\partial_\lambda L=\partial_\lambda E+J^{T}z=0 .
\label{stat}
\end{equation}
On the solution $e=0$, hence $L=\mathcal E(x)$.

Write $\lambda=\sum_k x^k\lambda_k$ and $z=\sum_k x^k z_k$, and let $[x^k]f$ denote the coefficient of $x^k$ in $f$. For $k\ge1$, $\lambda_k$ enters $[x^k]e$ only through $J_0\lambda_k$, because any other term containing $x^k\lambda_k$ carries at least one more power of $x$. In the same way $z_k$ enters $[x^k]\partial_\lambda L$ only through $J_0^Tz_k$. The equations of order $k$ are therefore linear,
\begin{equation}
J_0\lambda_k=-r_k,\qquad J_0^{T}z_k=-s_k ,
\label{orders}
\end{equation}
where $r_k$ contains parameters below order $k$, and $s_k$ contains multipliers below order $k$ and parameters through order $k$. If $J_0$ is singular, as when two states or solutions merge, these equations have no unique solution and the rules below lose their basis.

\textbf{Statement.} If $\lambda$ is kept through order $p\ge0$ and $z$ through order $q\ge-1$, where $q=-1$ means that $z$ is left out, then $L$ gives the coefficients $E_N$ correctly for
\begin{equation}
N\le\min(2p+1,\;p+q+1).
\label{rule}
\end{equation}

The smallest $p$ allowed by $N\le 2p+1$ is $\lfloor N/2\rfloor$, and the second condition then asks for $q=N-1-p=\lfloor (N-1)/2\rfloor$. For odd and even orders this reads:
\begin{itemize}
\item $E_{2n+1}$ is obtained from $\lambda$ through order $n$ and $z$ through order $n$.
\item $E_{2n+2}$ is obtained from $\lambda$ through order $n+1$ and $z$ through order $n$.
\end{itemize}
These are the choices with the lowest parameter order; by \eqref{rule}, each further order of $\lambda$ would allow one order less of $z$. Parameters of order $n$ thus reach order $2n+1$, and multipliers of order $n$ reach order $2n+2$. The second rule is a joint statement: the multipliers reach that far in the company of parameters of order $n+1$, and by \eqref{rule} each further order of the parameters carries them one order further.

\section{First derivation: the size of the error}

Let $\lambda$ and $z$ be the exact solutions at a small $x$, and let $\lambda-\delta$ and $z-\zeta$ be their truncated series. Then
\begin{equation}
\delta=O(x^{p+1}),\qquad \zeta=O(x^{q+1}).
\end{equation}
With $q=-1$ the error $\zeta$ is $z$ itself, which is $O(1)$, so this case is included. Since $L$ is linear in $z$,
\begin{equation}
L(x,\lambda-\delta,z-\zeta)=L(x,\lambda-\delta,z)-\zeta^{T}e(x,\lambda-\delta).
\end{equation}
The two terms are expanded in $\delta$:
\begin{align}
L(x,\lambda-\delta,z)&=\mathcal E-\delta^{T}\partial_\lambda L+\tfrac12\delta^{T}L_{\lambda\lambda}\delta+O(\delta^3),\\
e(x,\lambda-\delta)&=e-J\delta+O(\delta^2).
\end{align}
Here $L_{\lambda\lambda}$ is the matrix of second derivatives. At the exact solution $\partial_\lambda L=0$ and $e=0$. The two minus signs in front of $\zeta^TJ\delta$ combine to a plus:
\begin{equation}
L(x,\lambda-\delta,z-\zeta)-\mathcal E=\tfrac12\delta^{T}L_{\lambda\lambda}\delta+\zeta^{T}J\delta+O(\delta^3)+O(\zeta\delta^2).
\label{err}
\end{equation}
The first term is $O(x^{2p+2})$ and the second $O(x^{p+q+2})$. The remainder $O(\delta^3)=O(x^{3p+3})$ lies $p+1$ powers of $x$ beyond the first of these bounds, and $O(\zeta\delta^2)=O(x^{2p+q+3})$ lies $p+1$ powers beyond the second. All coefficients below both powers are therefore correct, which is \eqref{rule}.

Equation \eqref{err} shows why there are two rules. A parameter error can multiply itself, but a multiplier error can multiply only a parameter error, because $L$ has no term quadratic in $z$. Multipliers may therefore lag one order behind the parameters when an even order is wanted.

A model with two parameters $a,b$ makes this concrete:
\begin{align}
E&=x+a+xb+ab+b^2,\\
e_1&=x+2a+b+xb+a^2,\\
e_2&=2x-a+3b+ab+xa .
\end{align}
At $x=0$ the solution is $a=b=0$. In first order the constraints read $2a_1+b_1=-1$ and $-a_1+3b_1=-2$, so $a_1=-\tfrac17$ and $b_1=-\tfrac57$. In order zero $\partial_\lambda E=(1,0)^T$. With $u,w$ the two components of $z_0$, \eqref{stat} gives $2u-w=-1$ and $u+3w=0$, so $u=-\tfrac37$ and $w=\tfrac17$.

The first-order energy needs $p=q=0$:
\begin{equation}
E_1=\frac{\partial E}{\partial x}+z_0^{T}\frac{\partial e}{\partial x}
=1-\tfrac37\cdot1+\tfrac17\cdot2=\tfrac67 .
\label{grad}
\end{equation}
The direct route, $E_1=1+a_1=\tfrac67$, agrees but uses the response $a_1$. The first equality in \eqref{grad} is general, with all derivatives taken at $x=0$. It is the Z-vector form of a gradient: $z_0$ does not depend on the perturbation, so one linear system serves all nuclear displacements, where the direct route solves one system for each.

For $E_2$ the rule asks for $p=1$, $q=0$. The $x^2$ coefficients, with $a_2$ and $b_2$ left out, are
\begin{align}
[x^2]E&=b_1+a_1b_1+b_1^2=\tfrac{-35+5+25}{49}=-\tfrac5{49},\\
[x^2]e_1&=b_1+a_1^2=-\tfrac{34}{49},\\
[x^2]e_2&=a_1b_1+a_1=-\tfrac{2}{49}.
\end{align}
Hence
\begin{equation}
E_2=-\tfrac{5}{49}+\tfrac37\cdot\tfrac{34}{49}-\tfrac17\cdot\tfrac{2}{49}=\tfrac{65}{343}=0.18950 ,
\end{equation}
which is also the value found from numerically solved constraints. Without multipliers the same parameters would give $-5/49$.

The numerical check measures the power of $x$ with which the error of $L$ vanishes in this model. For $(p,q)=(1,0)$, $(1,1)$, $(2,1)$ and $(2,2)$ it finds 3, 4, 5 and 6. For $(1,2)$ it finds 4 again: the extra multiplier order gains nothing, because the term $\tfrac12\delta^TL_{\lambda\lambda}\delta$ already limits the result.

\section{Second derivation: coefficients that drop out}

The same result follows without any estimate of errors. Insert the two power series into $L$ and regard all $\lambda_k$ and $z_k$ as independent variables. The coefficient
\begin{equation}
L_N=[x^N]\,L\Big(x,\sum_k x^k\lambda_k,\sum_k x^kz_k\Big)
\end{equation}
is a polynomial in those with $1\le k\le N$ and in $z_0$, while $\lambda_0$ stays fixed. A change of $\lambda_k$ changes $\lambda$ by $x^k$ times as much. By the chain rule
\begin{align}
\frac{\partial L_N}{\partial\lambda_k}&=[x^N]\big(x^k\,\partial_\lambda L\big)=[x^{N-k}]\,\partial_\lambda L,
\label{dl}\\
\frac{\partial L_N}{\partial z_k}&=[x^N]\big(x^k\,e\big)=[x^{N-k}]\,e .
\label{dz}
\end{align}
The right-hand sides are the stationarity and constraint equations of the lower order $N-k$. The first contains $\lambda_j$ and $z_j$ with $j\le N-k$. The second contains only $\lambda_j$ with $j\le N-k$. If $N-k<0$, both are zero.

Now keep the true $\lambda_j$ for $j\le p$ and the true $z_j$ for $j\le q$, and let all higher coefficients have any values. The derivative \eqref{dl} with respect to a discarded $\lambda_k$, $k\ge p+1$, vanishes if the equation of order $N-k$ contains kept coefficients only. The largest such order is $N-p-1$, so the conditions are
\begin{equation}
N-p-1\le p,\qquad N-p-1\le q .
\label{c1}
\end{equation}
The derivative \eqref{dz} with respect to a discarded $z_k$, $k\ge q+1$, vanishes if
\begin{equation}
N-q-1\le p .
\label{c2}
\end{equation}
The second condition in \eqref{c1} and condition \eqref{c2} are the same, $N\le p+q+1$. The first is $N\le2p+1$. Together they are \eqref{rule}.

Under these conditions the derivatives vanish for every value of the discarded coefficients, not only for the true ones. So $L_N$ does not change when these are moved along a straight line from their true values to zero. At the true values $e$ vanishes order by order and $L_N=E_N$. Hence $L_N=E_N$ after truncation as well.

This gives a working recipe: write down $L_N$, strike out every parameter above order $p$ and every multiplier above order $q$, and evaluate what is left.

\section{What each derivation assumes}

Both derivations use the linearity of $L$ in $z$, its stationarity, and a nonsingular $J_0$. Neither needs a convergent perturbation series. They differ in what must exist away from $x=0$.

The first derivation compares $L$ with an actual solution $\lambda(x)$ at small nonzero $x$, so this solution must exist and be smooth enough for the expansions used. In return it gives the leading error as an explicit expression, \eqref{err}. It also covers errors that do not come from truncation: if the equations are solved only approximately, leaving small errors $\delta$ and $\zeta$ in the parameters and multipliers, the error of $L$ is again of second order in them, whereas $E$ alone has in general an error of first order in $\delta$.

The second derivation is algebra with formal power series. It needs the equations \eqref{orders} to be solvable order by order, and nothing about a solution at finite $x$. It shows which terms may be struck out, but does not say how large the error of a truncated energy is at a given $x$.

Neither derivation says that the sum of the $E_N$ at $x=1$ is accurate. That depends on how fast the coefficients fall.

A variational energy is a special case of both. If the constraints are $e=\partial_\lambda E$, then $\partial_\lambda E=0$ on the solution, and \eqref{stat} gives $J^Tz=0$, so $z=0$ and $L=E$. The multiplier error is then zero and only $N\le2p+1$ remains.

\section{Møller--Plesset energies}

Let $|0\rangle$ be a closed-shell Hartree--Fock determinant of real canonical orbitals and $|\mu\rangle$ the excited determinants. The Fock operator $F$ is diagonal in these determinants. The Hamiltonian is $F+x\Phi$, where $\Phi$ is the fluctuation potential, and $x=1$ is the physical case. The nuclear repulsion is a constant added afterwards. With intermediate normalization
\begin{equation}
|\Psi\rangle=|0\rangle+\sum_\mu C_\mu|\mu\rangle .
\end{equation}
Define $E_0=\langle0|F|0\rangle$, $E_1=\langle0|\Phi|0\rangle$ and $v_\mu=\langle\mu|\Phi|0\rangle$. In the space of excited determinants let $D=F-E_0$ and $W=\Phi-E_1$. Projecting the Schrödinger equation on $\langle0|$ gives the energy function, and projecting on $\langle\mu|$ and subtracting the energy times $C$ gives the constraints:
\begin{align}
E(x,C)&=E_0+xE_1+x\,v\cdot C,\label{mpE}\\
e(x,C)&=xv+(D+xW)C-x(v\cdot C)\,C .\label{mpe}
\end{align}
The parameters are $\lambda=C$, with $C_0=0$ and $J_0=D$. The theory needs $D_\mu\ne0$, so it fails when the gap between occupied and virtual orbitals closes.

\subsection*{The multipliers}

The matrix $W$ is symmetric, so the derivative of $L=E+z\cdot e$ with respect to $C$ is
\begin{equation}
xv+(D+xW)z-x(v\cdot C)z-x(z\cdot C)v=0 .
\end{equation}
With $K=D+xW-x\,v\cdot C$, this equation and the constraint read
\begin{equation}
Kz=-x(1-z\cdot C)\,v,\qquad KC=-xv .
\end{equation}
Near $x=0$ the matrix $K$ is close to $D$ and can be inverted, so $z=(1-z\cdot C)\,C$. The scalar product with $C$ gives $z\cdot C=C\cdot C/(1+C\cdot C)$, and therefore
\begin{equation}
z=\frac{C}{1+C\cdot C}.
\label{z}
\end{equation}
Since $C\cdot C=x^2C_1\cdot C_1+O(x^3)$,
\begin{equation}
z_0=0,\quad z_1=C_1,\quad z_2=C_2,\quad z_3=C_3-(C_1\cdot C_1)C_1 .
\end{equation}
For BH, $C_1\cdot C_1=0.019437$, so $z_3-C_3$ should have the norm $0.019437^{3/2}=0.00271$, as is found when the multipliers are computed from their own equations.

No separate linear system has to be solved for $z$, because the Hamiltonian matrix $F+x\Phi$ is symmetric. Moreover, inserting \eqref{z} with an arbitrary $C$ into $L$ gives
\begin{align}
L&=E_0+xE_1+x\,v\cdot C+\frac{x\,v\cdot C+C\cdot(D+xW)C-x(v\cdot C)(C\cdot C)}{1+C\cdot C}\nonumber\\
&=E_0+xE_1+\frac{2x\,v\cdot C+C\cdot(D+xW)C}{1+C\cdot C}
=\frac{\langle\Psi|F+x\Phi|\Psi\rangle}{\langle\Psi|\Psi\rangle}.
\end{align}
In the second line $x\,v\cdot C$ was brought over the common denominator, where its part proportional to $C\cdot C$ cancels. If $C$ is correct through order $n$, so is this $z$, and \eqref{rule} with $p=q=n$ gives Wigner's rule: the Rayleigh quotient of a wavefunction correct through order $n$ is correct through order $2n+1$.

\subsection*{The energies order by order}

For $N\ge2$ the coefficient of $x^N$ in $L$ is
\begin{equation}
L_N=v\cdot C_{N-1}+\sum_{j\ge1}z_j\cdot[x^{N-j}]e ,
\end{equation}
and from \eqref{mpe}
\begin{align}
[x^1]e&=v+DC_1, \qquad [x^2]e=DC_2+WC_1,\\
[x^3]e&=DC_3+WC_2-(v\cdot C_1)C_1,\\
[x^4]e&=DC_4+WC_3-(v\cdot C_1)C_2-(v\cdot C_2)C_1 .
\end{align}
Setting the first two to zero gives $C_1=-D^{-1}v$ and $C_2=-D^{-1}WC_1$. The energies follow by striking out what the rule allows.

For $N=2$, $p=1$ and $q=0$. Since $z_0=0$,
\begin{equation}
E_2=v\cdot C_1=-\sum_\mu\frac{v_\mu^2}{D_\mu}
=-\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.
\end{equation}
The last form uses occupied spin orbitals $i,j$ and virtual ones $a,b$, with orbital energies $\varepsilon$ and antisymmetrized integrals. Only double excitations contribute: $v_\mu$ vanishes for singles by Brillouin's theorem and for higher excitations because $\Phi$ contains at most two-electron operators. The factor $\tfrac14$ corrects for counting each pair $ij$ and each pair $ab$ twice.

For $N=3$, $p=q=1$. The amplitudes $C_2$ are struck out, and $z_1\cdot[x^2]e$ leaves
\begin{equation}
E_3=C_1\cdot WC_1 .
\end{equation}

For $N=4$, $p=2$ and $q=1$. Only $z_1\cdot[x^3]e$ without $C_3$ remains:
\begin{equation}
E_4=C_1\cdot WC_2-E_2\,C_1\cdot C_1 .
\label{e4}
\end{equation}

For $N=5$, $p=q=2$. The term $z_1\cdot[x^4]e$ leaves $-E_2\,C_1\cdot C_2-(v\cdot C_2)\,C_1\cdot C_1$, and $z_2\cdot[x^3]e$ leaves $C_2\cdot WC_2-E_2\,C_1\cdot C_2$. By \eqref{mpE}, $v\cdot C_2=E_3$, so
\begin{equation}
E_5=C_2\cdot WC_2-2E_2\,C_1\cdot C_2-E_3\,C_1\cdot C_1 .
\end{equation}

\section{The numbers for BH}

With six orbitals and three electrons of each spin, all of them correlated, the space has $\binom{6}{3}^2=400$ determinants. The Hartree--Fock energy is the sum of orders zero and one and the nuclear repulsion:
\begin{equation}
-16.311230-10.557748+2.116709=-24.752269\,E_{\rm h}.
\end{equation}
The higher orders, with the amplitude and multiplier orders used, are as follows.
\begin{center}
\begin{tabular}{cccc}
$N$ & $p$ & $q$ & $E_N/E_{\rm h}$\\
2&1&0&$-0.029866$\\
3&1&1&$-0.013611$\\
4&2&1&$-0.006918$\\
5&2&2&$-0.003659$\\
6&3&2&$-0.001935$\\
7&3&3&$-0.000996$
\end{tabular}
\end{center}
The tests compare all six with the Taylor coefficients of the eigenvalue of $F+x\Phi$.

Dropping one order too many is costly. With $p=1$ and $q=0$, $L$ has no $x^3$ term at all, since $z_0=0$ and $v\cdot C_2$ is missing; the true $E_3$ is $-0.013611\,E_{\rm h}$. With $p=q=1$, the only part of \eqref{e4} that survives is
\begin{equation}
-E_2\,C_1\cdot C_1=0.029866\times0.019437=0.00058\,E_{\rm h},
\end{equation}
which has the wrong sign for $E_4$. The missing part $C_1\cdot WC_2$ can be divided by the excitation level in $C_2$. Singles give $-0.00015$, doubles $-0.00703$, triples $-0.00004$ and quadruples $-0.00028\,E_{\rm h}$. With the positive term above, the sum is $-0.00692\,E_{\rm h}$.

In this special case the general bound can be improved. Differentiating $L$ twice with respect to $C$ gives $L_{CC}=-x(vz^T+zv^T)$, which is $O(x^2)$ because $z=O(x)$. For fixed $z$, $L$ is quadratic in $C$, so \eqref{err} has no $\delta^3$ term, and $2p+1$ in \eqref{rule} becomes $2p+3$. Thus $p=1$ with $q=2$ already gives $E_4$. Nothing is saved, since $z_2$ equals $C_2$.

The sum through seventh order is $-24.809255\,E_{\rm h}$, which lies $0.00078\,E_{\rm h}$ above the full configuration-interaction energy in the same basis, $-24.810032\,E_{\rm h}$. The seven orders recover $0.05699$ of the $0.05776\,E_{\rm h}$ of correlation energy in this basis, or 98.7\%. This reference contains no correction for the small basis or for relativity, and all these numbers belong to STO-3G only. In 6-31G, $E_7$ is $-0.00073$ and the correlation energy $-0.064\,E_{\rm h}$; in cc-pVDZ with the boron core frozen they are $-0.00064$ and $-0.090\,E_{\rm h}$; in cc-pVTZ with all electrons correlated $E_2$ alone is $-0.083\,E_{\rm h}$. The remaining gap is the remainder of the expansion after seventh order, and whether further orders close it at $x=1$ is not examined here: from third order on the rules lower the amplitude order that is needed, but they do not make the series fall faster.

\section*{Table of computed values}
\begin{verbatim}
MODEL (dimensionless): order k, a_k, b_k, z1_k, z2_k
  0 0 0 -3/7 1/7
  1 -1/7 -5/7 131/343 73/343
  2 100/343 38/343 -940/16807 -4764/16807
N, p, q, E_N from L, E_N from solved constraints
  1 0 0 0.85714286 0.85714286
  2 1 0 0.18950437 0.18950437
  3 1 1 -0.27369548 -0.27369548
  4 2 1 0.03761795 0.03761795
  5 2 2 0.01867471 0.01867471
  6 3 2 -0.01478590 -0.01478590
p, q, measured power of x in the error of L (q=-1: no z)
  0 -1 1.0000
  1 -1 2.0000
  0 0 2.0000
  1 0 3.0000
  1 1 4.0000
  1 2 4.0000
  2 1 5.0000
  2 2 6.0000
  3 2 7.0000
BH, RHF/STO-3G, bond length 1.25 angstrom, 400 determinants
E0 = -16.311230 Eh, E1 = -10.557748 Eh, nuclear = 2.116709 Eh
RHF total energy = -24.752269 Eh
MP2 energy from orbital formula = -0.02986571 Eh
N, p, q, E_N from L (Eh), E_N from contour (Eh), partial sum (Eh)
  2 1 0 -0.02986571 -0.02986571 -24.782135
  3 1 1 -0.01361116 -0.01361116 -24.795746
  4 2 1 -0.00691783 -0.00691783 -24.802664
  5 2 2 -0.00365920 -0.00365920 -24.806323
  6 3 2 -0.00193495 -0.00193495 -24.808258
  7 3 3 -0.00099626 -0.00099626 -24.809255
full CI total energy = -24.810032 Eh
full CI state index (0 = lowest) = 0
reference weight in full CI = 0.9156
full CI minus sum through E7 = -0.000777 Eh
C1.C1 = 0.019437, C1.C2 = 0.009782
norm of Z3 - C3 = 0.002710
one order too few: N, p, q, coefficient of L (Eh)
  3 1 0 0.00000000
  4 1 1 0.00058051
  5 2 1 0.00055672
E4 parts (Eh):
  singles -0.00014898
  doubles -0.00703001
  triples -0.00004181
  quadruples -0.00027754
  renormalization -E2*C1.C1 0.00058051
\end{verbatim}
